# Coherent Modes of a Gaussian Schell-Model Beam at a Lithography Mask

## First half: from the correlation function to the modes

**Q.** The light that reaches a mask is often neither fully coherent nor incoherent. You propose to describe it as a set of coherent beams. What exactly is being decomposed?

**A.** The second-order correlation of the field. I take a narrow band around one optical frequency, one transverse coordinate $x$ and a scalar field $E(x)$ that fluctuates from one moment to the next. An exposure that lasts many coherence times records averages, which I write with angle brackets. Apart from a constant factor, the cross-spectral density at that frequency is

$$W(x_1,x_2)=\langle E(x_1)E^*(x_2)\rangle .$$

Its diagonal $S(x)=W(x,x)$ is the mean intensity, in whatever unit is chosen for intensity. Its off-diagonal part says how well the fields at two points can interfere.

The Gaussian Schell model assumes

$$W(x_1,x_2)=I_0\exp\!\left[-\frac{x_1^2+x_2^2}{4\sigma_S^2}\right]\exp\!\left[-\frac{(x_1-x_2)^2}{2\sigma_\mu^2}\right].$$

Setting $x_1=x_2=x$ gives $S(x)=I_0\exp[-x^2/(2\sigma_S^2)]$, so $\sigma_S$ is the rms width of the intensity. Dividing $W$ by $\sqrt{S(x_1)S(x_2)}$ leaves the second exponential. This is the degree of coherence, and $\sigma_\mu$ is its rms width. That it depends on $x_1-x_2$ alone is the Schell assumption; that both factors are Gaussian is the further restriction.

**Q.** You can write down any function of two points. Why should this one belong to a possible field?

**A.** A correlation function must give a non-negative mean power for every linear detector. For any square-integrable $f$, the quantity $\langle|\int f^*E\,dx|^2\rangle=\iint f^*(x_1)W(x_1,x_2)f(x_2)\,dx_1dx_2$ must not be negative. To see that it isn't, write the coherence factor as a Fourier integral:

$$e^{-(x_1-x_2)^2/(2\sigma_\mu^2)}=\frac{\sigma_\mu}{\sqrt{2\pi}}\int e^{-\sigma_\mu^2k^2/2}\,e^{ik(x_1-x_2)}\,dk .$$

The double integral then becomes

$$\frac{I_0\sigma_\mu}{\sqrt{2\pi}}\int e^{-\sigma_\mu^2k^2/2}\left|\int f(x)\,e^{-x^2/(4\sigma_S^2)}e^{-ikx}dx\right|^2dk\ \ge 0 .$$

There is also a physical reading. The beam can be made from mutually incoherent plane waves with a Gaussian spread of tilts, all passing through the same Gaussian amplitude window.

**Q.** Then you already have a decomposition into coherent beams, the tilted waves. Why look for another?

**A.** The tilted waves under the window overlap one another. Their powers add correctly, but they are not orthogonal, and there is a continuum of them. I want a discrete set of orthonormal functions $\phi_n$ whose random amplitudes are uncorrelated. They are the solutions of

$$\int W(x_1,x_2)\phi_n(x_2)\,dx_2=\Lambda_n\phi_n(x_1).$$

To see what this achieves, let $A_n=\int\phi_n^*(x)E(x)\,dx$ be the amplitude of the field in mode $n$. Then

$$\langle A_nA_m^*\rangle=\iint\phi_n^*(x_1)W(x_1,x_2)\phi_m(x_2)\,dx_1dx_2=\Lambda_m\int\phi_n^*\phi_m\,dx=\Lambda_m\delta_{nm}.$$

Different modes therefore don't interfere on average, and $\Lambda_n$ is the mean power in mode $n$. If the set is complete for this field, then $W(x_1,x_2)=\sum_n\Lambda_n\phi_n(x_1)\phi_n^*(x_2)$. Each term is a product of a function of $x_1$ and the conjugate function of $x_2$, which is the correlation of a fully coherent beam.

**Q.** How do you solve the integral equation without guessing the answer?

**A.** I begin with a modest guess and let the equation fix it. Define

$$a=\frac1{4\sigma_S^2},\qquad b=\frac1{2\sigma_\mu^2}.$$

The exponent of $W$ is

$$-a(x_1^2+x_2^2)-b(x_1-x_2)^2=-(a+b)(x_1^2+x_2^2)+2bx_1x_2 .$$

A Gaussian kernel turns a Gaussian into a Gaussian, so I try $e^{-cx^2}$ with unknown $c>0$. The integral needed here and later is

$$\int e^{-Dx^2+2Bx}dx=\sqrt{\frac{\pi}{D}}\;e^{B^2/D},$$

which follows from $-Dx^2+2Bx=-D(x-B/D)^2+B^2/D$. With $D=a+b+c$ and $B=bx_1$,

$$\int W(x_1,x_2)e^{-cx_2^2}dx_2=I_0\sqrt{\frac{\pi}{D}}\exp\!\left[-\left(a+b-\frac{b^2}{D}\right)x_1^2\right].$$

The trial function is reproduced if $a+b-b^2/D=c$. Multiplying $a+b-c=b^2/D$ by $D=a+b+c$ gives

$$(a+b)^2-c^2=b^2,\qquad c=\sqrt{a^2+2ab}.$$

The positive root is required for a function that can be normalized. One mode is found, with eigenvalue $I_0\sqrt{\pi/D}$.

**Q.** That is one mode. What leads you to the rest?

**A.** A displaced Gaussian is also turned into a displaced Gaussian. A whole family of them can be followed at once with the function

$$G(s,x)=\exp\!\left(-cx^2+2s\sqrt{2c}\,x-s^2\right),$$

where $s$ is a parameter. The Hermite polynomials are defined by $e^{2s\xi-s^2}=\sum_nH_n(\xi)s^n/n!$; the first three are $H_0=1$, $H_1=2\xi$ and $H_2=4\xi^2-2$. Hence

$$G(s,x)=\sum_{n=0}^\infty\frac{s^n}{n!}\,g_n(x),\qquad g_n(x)=H_n(\sqrt{2c}\,x)\,e^{-cx^2}.$$

Now apply $W$ to $G$. The terms in $x_2$ are $-Dx_2^2+2(bx_1+s\sqrt{2c})x_2$, so the Gaussian integral gives the exponent

$$-(a+b)x_1^2-s^2+\frac{(bx_1+s\sqrt{2c})^2}{D}.$$

I collect it by powers.

The coefficient of $x_1^2$ is $-(a+b)+b^2/D=-c$, by the condition that fixed $c$.

The cross term is $2bs\sqrt{2c}\,x_1/D$. With $t=b/D$ it equals $2(ts)\sqrt{2c}\,x_1$.

The coefficient of $s^2$ is $2c/D-1=(2c-a-b-c)/D=-(a+b-c)/D$. Since $a+b-c=b^2/D$, this equals $-b^2/D^2=-t^2$.

The three pieces are those of $G$ with $s$ replaced by $ts$:

$$\int W(x_1,x_2)G(s,x_2)\,dx_2=I_0\sqrt{\frac{\pi}{D}}\;G(ts,x_1).$$

**Q.** The kernel shrinks the parameter $s$. What does that say about a single mode?

**A.** Compare equal powers of $s$. On the left, the coefficient of $s^n/n!$ is $\int Wg_n\,dx_2$. Differentiation in $s$ under the integral is allowed because the Gaussian decay in $x_2$ dominates every power of $x_2$. On the right the coefficient is $I_0\sqrt{\pi/D}\,t^n g_n(x_1)$. Therefore

$$\int W(x_1,x_2)g_n(x_2)\,dx_2=\Lambda_ng_n(x_1),\qquad \Lambda_n=I_0\sqrt{\frac{\pi}{D}}\;t^n,\qquad t=\frac{b}{a+b+c}.$$

Each step up in order multiplies the power by the same factor $t$. That is a geometric progression, and $0<t<1$ because $a$, $b$ and $c$ are positive.

**Q.** The powers are mode powers only if the functions have unit norm and are orthogonal. Are they?

**A.** Orthogonality follows from the overlap of two generating functions. The exponent is $-2cx^2+2\sqrt{2c}(s+r)x-s^2-r^2$. The Gaussian integral, with $2c$ in place of $D$, contributes $2c(s+r)^2/(2c)=(s+r)^2$, so

$$\int G(s,x)G(r,x)\,dx=\sqrt{\frac{\pi}{2c}}\;e^{2sr}=\sqrt{\frac{\pi}{2c}}\sum_n\frac{2^ns^nr^n}{n!}.$$

Only equal powers of $s$ and $r$ occur. The coefficient of $s^nr^m$ on the left is $\int g_ng_m\,dx/(n!\,m!)$, and hence

$$\int g_ng_m\,dx=\sqrt{\frac{\pi}{2c}}\;2^nn!\;\delta_{nm}.$$

The normalized modes are

$$\phi_n(x)=\left(\frac{2c}{\pi}\right)^{1/4}\frac{1}{\sqrt{2^nn!}}\,H_n(\sqrt{2c}\,x)\,e^{-cx^2}.$$

Normalization multiplies both sides of the integral equation by the same number, so $\Lambda_n$ stays as it was.

**Q.** You have found infinitely many modes, but an infinite list can still have gaps. Could there be another mode that carries power?

**A.** Add up the power and see whether any is missing. First, $1-t=(D-b)/D=(a+c)/D$. Then

$$D(1-t)^2=\frac{a^2+2ac+c^2}{D}=\frac{2a^2+2ac+2ab}{D}=\frac{2a(a+b+c)}{D}=2a,$$

where $c^2=a^2+2ab$ was used. The geometric series gives

$$\sum_n\Lambda_n=\frac{I_0\sqrt{\pi/D}}{1-t}=I_0\sqrt{\frac{\pi}{D(1-t)^2}}=I_0\sqrt{\frac{\pi}{2a}}=I_0\sqrt{2\pi}\,\sigma_S .$$

The integral of $S(x)$ is also $I_0\sqrt{2\pi}\,\sigma_S$. The modes account for all the power.

**Q.** Equal totals don't prove that the functions agree point by point. The sum might be too large in one place and too small in another.

**A.** Positivity excludes that, once the sum is known to converge to a continuous function. For this I need a bound on $\phi_n$, which comes from its slope. Differentiation of $G$ gives

$$\partial_xG=(-2cx+2s\sqrt{2c})G,\qquad \partial_sG=(2\sqrt{2c}\,x-2s)G .$$

The second relation gives $xG=(\partial_sG+2sG)/(2\sqrt{2c})$. Inserted in the first, it yields $\partial_xG=\sqrt{2c}\,(sG-\tfrac12\partial_sG)$. The coefficient of $s^n/n!$ is

$$g_n'=\sqrt{2c}\left(n\,g_{n-1}-\tfrac12g_{n+1}\right).$$

The two terms are orthogonal. With the norms above,

$$\frac{\int g_n'^2dx}{\int g_n^2dx}=2c\left[\frac{n^2}{2n}+\frac{2(n+1)}{4}\right]=c(2n+1),$$

so $\int\phi_n'^2dx=c(2n+1)$.

Next, $\phi_n^2(x)$ equals both $2\int_{-\infty}^x\phi_n\phi_n'\,dx'$ and $-2\int_x^\infty\phi_n\phi_n'\,dx'$. Half the sum of the two is at most $\int|\phi_n\phi_n'|dx'$. By the Schwarz inequality this is at most the product of the two norms, so $\phi_n^2(x)\le\sqrt{c(2n+1)}$ at every $x$. The terms of $\sum_n\Lambda_n\phi_n(x_1)\phi_n(x_2)$ are thus bounded by $\Lambda_0t^n\sqrt{c(2n+1)}$. These bounds have a finite sum, so the series converges uniformly to a continuous function.

Let $R$ be $W$ minus this series. Subtracting the first $N$ modes from $W$ leaves the action of $W$ on functions orthogonal to those modes, which is still positive. The limit $R$ is positive too. A continuous positive kernel has $R(x,x)\ge0$, as a narrow test function placed at $x$ shows. The integral of $R(x,x)$ is the missing power, which is zero, so $R(x,x)=0$ at every $x$. Two narrow test functions at $x_1$ and $x_2$ give $|R(x_1,x_2)|^2\le R(x_1,x_1)R(x_2,x_2)=0$. Thus

$$W(x_1,x_2)=\sum_{n=0}^\infty\Lambda_n\phi_n(x_1)\phi_n(x_2).$$

A function orthogonal to all $\phi_n$ is sent to zero by $W$. No other mode carries power.

**Q.** Your ratio $t$ contains $a$, $b$ and $c$. Which property of the beam sets it?

**A.** A change of length scale can't alter the fractions of power, so only a ratio of lengths can enter. Let $q=\sigma_\mu/\sigma_S$, the coherence width divided by the beam width. Then

$$\frac ab=\frac{\sigma_\mu^2}{2\sigma_S^2}=\frac{q^2}{2},\qquad \frac cb=\sqrt{\frac{a^2}{b^2}+\frac{2a}{b}}=\sqrt{\frac{q^4}{4}+q^2}=q\sqrt{1+\frac{q^2}{4}} .$$

Since $1/t=1+a/b+c/b$,

$$\frac1t=1+\frac{q^2}{2}+q\sqrt{1+\frac{q^2}{4}}=\left(\sqrt{1+\frac{q^2}{4}}+\frac q2\right)^2 .$$

The product of $\sqrt{1+q^2/4}+q/2$ and $\sqrt{1+q^2/4}-q/2$ is 1. With $\operatorname{arsinh}u=\ln(u+\sqrt{1+u^2})$,

$$t=\left(\sqrt{1+\frac{q^2}{4}}-\frac q2\right)^2=e^{-2\operatorname{arsinh}(q/2)} .$$

Dividing $\Lambda_n$ by the total power gives the fraction $p_n=(1-t)t^n$. The ratio $q$ fixes these fractions. The size of the modes also requires $\sigma_S$, and the absolute powers require both $\sigma_S$ and $I_0$.

## Second half: what the weights mean at the mask

The beam has rms intensity width $\sigma_S$ and rms coherence width $\sigma_\mu$, with $q=\sigma_\mu/\sigma_S$. The abbreviations are $a=1/(4\sigma_S^2)$, $b=1/(2\sigma_\mu^2)$, $c=\sqrt{a^2+2ab}$ and $D=a+b+c$. The modes $\phi_n$ are Hermite-Gaussian functions with envelope $e^{-cx^2}$ and $\int\phi_n'^2dx=c(2n+1)$. Their powers are $\Lambda_n=I_0\sqrt{\pi/D}\,t^n$ and their power fractions are $p_n=(1-t)t^n$, with $t=e^{-2\operatorname{arsinh}(q/2)}$.

**Q.** Does the formula behave properly when the beam is nearly coherent or nearly incoherent?

**A.** For large $q$, $\sqrt{1+q^2/4}\approx q/2+1/q$, so $t\approx1/q^2$. The lowest mode then holds nearly all the power, as it should for a beam that is coherent across its width. For small $q$, expansion of $t=1+q^2/2-q\sqrt{1+q^2/4}$ gives $t\approx1-q+q^2/2$. The weights fall slowly, and many modes share the power.

**Q.** "Many" is vague. How many modes does the beam have?

**A.** Infinitely many have nonzero weight, so a count needs a definition. I use $N_{\rm eff}=(\sum\Lambda_n)^2/\sum\Lambda_n^2$, which equals $N$ when $N$ modes have equal power. For the geometric weights,

$$N_{\rm eff}=\frac{1-t^2}{(1-t)^2}=\frac{1+t}{1-t}=\coth\!\left(\operatorname{arsinh}\frac q2\right)=\sqrt{1+\frac4{q^2}} .$$

The last step uses $\coth u=\sqrt{1+\sinh^2u}/\sinh u$.

The kernel gives the same number without any modes. The sum $\sum\Lambda_n^2$ equals $\iint W^2dx_1dx_2$, because the modes are orthonormal. In terms of the mean position $X$ and the difference $u$, $x_1^2+x_2^2=2X^2+u^2/2$. The exponent of $W^2$ is then $-4aX^2-(a+2b)u^2$, and the integral is $I_0^2\pi/\sqrt{4a(a+2b)}=I_0^2\pi/(2c)$. The squared total power is $I_0^2\pi/(2a)$. Their ratio is $N_{\rm eff}=c/a=\sqrt{1+2b/a}=\sqrt{1+4/q^2}$.

A different question is how many modes to keep in a calculation. The fraction of power left out after the first $N$ modes is $\sum_{n\ge N}(1-t)t^n=t^N$.

**Q.** Can $N_{\rm eff}$ be found from a beam measurement, or does it exist only in the algebra?

**A.** It is related to the size and divergence of the beam. The mean square transverse wavenumber is

$$\sigma_k^2=\frac{\int\langle|\partial_xE|^2\rangle dx}{\int S\,dx}=\frac{\sum_n\Lambda_n\int\phi_n'^2dx}{\sum_n\Lambda_n}=c\sum_np_n(2n+1).$$

Since $\sum_nnp_n=t/(1-t)$, the last sum is $1+2t/(1-t)=N_{\rm eff}$, and $\sigma_k^2=cN_{\rm eff}$. Also $\sigma_S^2=1/(4a)=N_{\rm eff}/(4c)$, because $c/a=N_{\rm eff}$. Multiplication gives

$$2\sigma_S\sigma_k=N_{\rm eff}.$$

For small angles the rms divergence is $\sigma_\theta=\sigma_k\lambda/(2\pi)$, where $\lambda$ is the wavelength. The emittance is therefore $\sigma_S\sigma_\theta=N_{\rm eff}\lambda/(4\pi)$. In this model the effective mode number is also the beam-quality factor.

**Q.** A beam that has travelled to a mask has a curved wavefront. Your $W$ is real and has no curvature.

**A.** A quadratic phase multiplies the kernel by $e^{i\alpha(x_1^2-x_2^2)}$, with $\alpha=\pi/(\lambda R)$ for radius of curvature $R$. Put $\tilde\phi_n=e^{i\alpha x^2}\phi_n$. Under the integral the factors $e^{-i\alpha x_2^2}$ and $e^{i\alpha x_2^2}$ cancel, and $e^{i\alpha x_1^2}$ remains outside. The new modes have the same eigenvalues. Curvature does add to the divergence, so the emittance relation above holds with the curvature removed.

**Q.** A mask has two dimensions. Are the weights still geometric?

**A.** If intensity and coherence both factor into an $x$ part and a $y$ part, so do the modes, and the weights are $(1-t_x)(1-t_y)t_x^nt_y^m$. They are geometric in each index separately. The power grouped by total order is in general not. For $t_x=t_y=t$ there are $N+1$ modes of total order $N$, and together they hold $(N+1)(1-t)^2t^N$.

**Q.** Let me see a case. Which beam, and which numbers?

**A.** Interference lithography at $\lambda=13.5$ nm with an undulator on a storage ring. I place the model at the mask and take $\sigma_S=1.0$ mm and $\sigma_\mu=0.4$ mm in the horizontal direction, so $q=0.4$. In mm$^{-2}$,

$$a=\tfrac14=0.25,\quad b=\frac1{2(0.4)^2}=3.125,\quad c=\sqrt{0.0625+1.5625}=1.2748,\quad D=4.6498 .$$

Then $t=3.125/4.6498=0.672$. The small-$q$ expansion gives $1-0.4+0.08=0.68$. The lowest mode holds $1-t=0.328$ of the power, and the next three hold 0.220, 0.148 and 0.100. Direct diagonalization of $W$ on a grid gives the same fractions to the six decimals listed in the numerical output.

The effective mode number is $\sqrt{1+4/0.16}=5.10$. The emittance is $5.10\times13.5\ \text{nm}/(4\pi)=5.48$ nm rad. For 99% of the power, $t^N\le0.01$ requires $N\ge\ln0.01/\ln t=11.6$, so 12 modes are needed, and they leave out 0.85%. The lowest mode has rms intensity width $1/(2\sqrt c)=0.443$ mm, less than half the beam width.

**Q.** What does the resist notice of all this?

**A.** The contrast of the fringes. Let two gratings of period $g=80$ nm, separated by an opaque strip on the mask, send first orders towards each other. The strip keeps their undiffracted light away from the centre of the overlap, and each grating ends before the points from which higher orders would reach it. At normal incidence their transverse wavenumbers are $\pm2\pi/g$. At the wafer, close to the centre of the overlap, the field is

$$E(X)\propto E(-d/2)\,e^{i\pi X/p}+E(d/2)\,e^{-i\pi X/p},\qquad p=\frac g2=40\ \text{nm}.$$

Here $\pm d/2$ are the mask points from which the two orders reach the centre. I assume equal diffraction efficiencies and an electric field parallel to the grating lines. The mean intensity contains $S(-d/2)+S(d/2)=2S(d/2)$ and twice the real part of $W(-d/2,d/2)e^{2\pi iX/p}$. The intensity factors of $W(-d/2,d/2)$ equal $S(d/2)$, so

$$I(X)\propto1+V\cos\frac{2\pi X}{p},\qquad V=e^{-d^2/(2\sigma_\mu^2)} .$$

I take $d=0.30$ mm. With $\sin\theta=\lambda/g=0.169$, this corresponds to a gap between mask and wafer of $(d/2)/\tan\theta=0.876$ mm. The contrast is $V=\exp(-0.09/0.32)=0.755$.

**Q.** Each mode is fully coherent and so should give fringes of full contrast. How can a sum of such fringes have contrast 0.755?

**A.** The fringes are not all in the same place. Since $G(s,-x)=G(-s,x)$, the modes obey $\phi_n(-x)=(-1)^n\phi_n(x)$. An even mode has a bright fringe at $X=0$ and an odd mode has a dark one. The first $N$ modes therefore give

$$V_N=\frac{\sum_{n<N}(-1)^n\Lambda_n\phi_n^2(d/2)}{\sum_{n<N}\Lambda_n\phi_n^2(d/2)} .$$

For $N=1$ this is 1 for any $q$, because the two points lie symmetrically about the beam centre and the lowest mode has equal amplitude at both. For $N=2$ we need $\phi_1^2/\phi_0^2=H_1^2/2=4cx^2$. At $x=0.15$ mm it is $4\times1.2748\times0.0225=0.1147$. Multiplied by $t$ it becomes 0.0771, and $V_2=(1-0.0771)/(1+0.0771)=0.857$.

| Modes kept | Contrast |
|---:|---:|
| 1 | 1.000 |
| 2 | 0.857 |
| 3 | 0.877 |
| 5 | 0.814 |
| 8 | 0.767 |
| 12 | 0.757 |
| 20 | 0.755 |

The third mode is even and raises the contrast again, so the approach is not monotonic. Five modes, the rounded effective number, still give a contrast 8% above the full value. $N_{\rm eff}$ measures how the power is spread; it is no rule for truncation.

**Q.** What does this contrast mean for the image log-slope, the relative slope of the intensity at a line edge?

**A.** For equal lines and spaces the line width is $p/2$ and the nominal edge lies at $X=p/4$, where the cosine vanishes. The magnitude of the relative slope there is $2\pi V/p$. Multiplied by the line width, it gives a normalized image log-slope of $\pi V=2.37$, against $\pi$ for full coherence.

**Q.** How close is this to a real beamline?

**A.** The widths are assumed for illustration and don't describe a particular beamline. The emittance of the light, here about 5 nm rad, isn't simply that of the electron beam: diffraction of the undulator radiation contributes too, and at this wavelength its share can be large. For the same undulator and the same focusing of the electrons, a smaller electron emittance gives a larger $q$. Real beams depart from the Gaussian intensity, and optics cut off their edges.

Replace the Gaussian intensity by $\exp[-(x/w)^4]$ with the same rms width, and hold $\sigma_\mu$ fixed. The lowest-mode fraction falls from 0.328 to 0.292, or 11% relative to the Gaussian value. The successive weight ratios are now 0.783, 0.722, 0.689 and 0.664, so the progression is no longer geometric. The contrast at the centre stays the same, because it depends on the degree of coherence at separation $d$ and on equal intensities at $\pm d/2$.

A hard aperture of half-width 2.0 mm on the original beam passes 95.45% of the power. It raises the lowest-mode fraction of the transmitted light to 0.344, 5% above the Gaussian value.

**Q.** You assumed one frequency, one dimension and one polarization. What do those cost?

**A.** For a uniform band of 4% full width, with $\sigma_\mu$ proportional to wavelength, the lowest-mode fraction and the contrast both change by about 0.01% or less when the wavefront is flat. With curvature, $\alpha=\pi/(\lambda R)$ differs across the band, so the modes of different wavelengths no longer match. The lowest-mode fraction then falls further, by an amount that scales as $1/R^2$ and is about 0.3% for $R=10$ m. The contrast at the centre is unaffected, because the curvature phase is equal at $\pm d/2$. The fringe pitch $g/2$ contains no wavelength.

In the vertical direction I take an rms beam width of 0.50 mm and a coherence width of 1.50 mm, so $q_y=3$ and $t_y=0.092$. The lowest two-dimensional mode then has $0.328\times(1-0.092)=0.298$ of the power. Gratings separated horizontally compare points at equal height, so the vertical coherence doesn't enter $V$.

Polarization matters more. If the electric field lies in the plane of the two beams, as it does for a horizontally polarized undulator and horizontally separated gratings, the two field directions differ by $2\theta$. The interference term is multiplied by $\cos2\theta=1-2\sin^2\theta=0.94$, and the contrast falls by 6%.

**Q.** And the resist itself?

**A.** It can cost more contrast than the polarization does. Suppose that secondary electrons and acid diffusion smear the dose with a Gaussian of rms width $\sigma_b$. Convolution multiplies $\cos(2\pi X/p)$ by the Fourier transform of that Gaussian, $\exp(-2\pi^2\sigma_b^2/p^2)$. For an assumed $\sigma_b=5$ nm the factor is 0.735, and the contrast drops from 0.755 to 0.555. In this example blur and partial coherence take away similar shares.

Photon noise is a separate matter. Take a mean dose of 20 mJ/cm², which is 200 J/m², and an assumed absorbed fraction of 0.2. A square of side $p/2=20$ nm then absorbs $200\times0.2\times4\times10^{-16}=1.6\times10^{-14}$ J. At 91.8 eV per photon that is about 1090 photons. For independent absorption events the relative fluctuation is $1/\sqrt{1090}$, or 3.0%. The coherent modes describe the mean exposure; this scatter from square to square comes on top of it.

## Computed values

```
Largest weight error, five q values: 1.6e-15
Wavelength: 13.5 nm
Photon energy: 91.84 eV
Beam rms width: 1.00 mm
Coherence rms width: 0.40 mm
Width ratio q: 0.400
a, b, c, D: 0.2500, 3.1250, 1.2748, 4.6498 mm^-2
Weight ratio t: 0.67208
Mode 0 power, formula / diagonalized: 0.327922 / 0.327922
Mode 1 power, formula / diagonalized: 0.220389 / 0.220389
Mode 2 power, formula / diagonalized: 0.148119 / 0.148119
Mode 3 power, formula / diagonalized: 0.099547 / 0.099547
Mode 4 power, formula / diagonalized: 0.066904 / 0.066904
Mode 5 power, formula / diagonalized: 0.044965 / 0.044965
Lowest mode rms intensity width: 0.4429 mm
Effective mode number: 5.0990
Beam emittance: 5.478 nm rad
Modes for 99% of power: 12
Power left out by them: 0.849 %
Grating period: 80 nm
Fringe pitch: 40 nm
Sampled-point separation: 0.30 mm
Mask-wafer gap: 0.876 mm
Fringe contrast, full kernel: 0.7548
Fringe contrast, 1 modes: 1.0000
Fringe contrast, 2 modes: 0.8568
Fringe contrast, 3 modes: 0.8770
Fringe contrast, 5 modes: 0.8140
Fringe contrast, 8 modes: 0.7671
Fringe contrast, 12 modes: 0.7574
Fringe contrast, 20 modes: 0.7549
Normalized image log-slope: 2.371
Vertical beam / coherence width: 0.50 / 1.50 mm
Vertical weight ratio: 0.09167
Lowest 2D mode power, formula / diagonalized: 0.29786 / 0.29786
Flat-top lowest-mode power: 0.2924
Flat-top successive ratios: 0.7827, 0.7218, 0.6890, 0.6640
Aperture half-width: 2.0 mm
Aperture transmission: 95.45 %
Lowest-mode power after aperture: 0.3436
Full bandwidth: 4.0 %
Band-averaged lowest-mode power: 0.327911
Band contrast, fixed separation: 0.75477
Band contrast, fixed gap: 0.75484
Resist blur rms: 5.0 nm
Blur factor on contrast: 0.7346
Contrast after blur: 0.5545
Dose: 20 mJ/cm2, absorbed fraction 0.2
Absorbed photons per half-pitch square: 1087
Relative photon noise: 3.03 %
```
